# CC2 Excitation Energies from a Frequency-Dependent Singles Matrix: test program

```python
"""CC2 singlet excitation energies from the effective singles matrix
    A_eff(w) = A_SS - A_SD (D - w)^-1 A_DS,   A_eff(w) r = w r.
S, D: single and double excitations; D also denotes the diagonal doubles
block e_a+e_b-e_i-e_j. lambda(w) is an eigenvalue branch of A_eff(w).
Claims tested: equivalence with the full CC2 Jacobian; singles weight
w1 = 1/(1 - dlambda/dw); plain iteration multiplies errors by dlambda/dw;
pole behaviour and state counting. The CC2 equations themselves are
checked against explicit operators in the space of determinants.
Arrays: t1[a,i], t2[a,i,b,j], g[p,q,r,s] = (pq|rs). Energies in hartree.
"""
from itertools import combinations
from types import SimpleNamespace
import numpy as np
import scipy.linalg as sla
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo

EV = physical_constants["Hartree energy in eV"][0]
BOND, ANGLE = 0.96, 104.5


def build_molecule(basis):
    half = np.radians(ANGLE / 2)
    y, z = BOND * np.sin(half), BOND * np.cos(half)
    mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
                basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-13, 1e-9
    mf.kernel()
    assert mf.converged
    c, e = mf.mo_coeff, mf.mo_energy
    n, no = c.shape[1], mol.nelectron // 2
    gap1 = e[no:, None] - e[None, :no]
    return SimpleNamespace(
        h=c.T @ mf.get_hcore() @ c, g=ao2mo.restore(1, ao2mo.kernel(mol, c), n),
        e=e, n=n, no=no, nv=n - no, ns=no * (n - no), o=slice(0, no),
        v=slice(no, n), gap1=gap1, gap2=gap1[:, :, None, None] + gap1,
        ehf=mf.e_tot, enuc=mol.energy_nuc())


def embed(m, t1):
    full = np.zeros((m.n, m.n), dtype=t1.dtype)
    full[m.v, m.o] = t1
    return full


def dress(m, t1):
    """Integrals of exp(-T1) H exp(T1)."""
    t = embed(m, t1)
    left, right = np.eye(m.n) - t, np.eye(m.n) + t
    g = m.g
    for mat, axis in ((left, 1), (right, 0), (left, 1), (right, 0)):
        g = np.tensordot(g, mat, axes=(0, axis))
    return left @ m.h @ right, g


def fock(m, h, g):
    return (h + 2 * np.einsum("pqkk->pq", g[:, :, m.o, m.o])
            - np.einsum("pkkq->pq", g[:, m.o, m.o, :]))


def singles_residual(m, h, g, t2):
    o, v = m.o, m.v
    f = fock(m, h, g)
    u = 2 * t2 - t2.transpose(2, 1, 0, 3)
    return (f[v, o] + np.einsum("adkc,ckdi->ai", g[v, v, o, v], u)
            - np.einsum("kilc,akcl->ai", g[o, o, o, v], u)
            + np.einsum("kc,aick->ai", f[o, v], u))


def solve_ground(m):
    t1 = np.zeros((m.nv, m.no))
    for _ in range(300):
        h, g = dress(m, t1)
        t2 = -g[m.v, m.o, m.v, m.o] / m.gap2
        res = singles_residual(m, h, g, t2)
        if abs(res).max() < 1e-12:
            break
        t1 = t1 - res / m.gap1
    assert abs(res).max() < 1e-11
    tau = t2 + np.einsum("ai,bj->aibj", t1, t1)
    ovov = m.g[m.o, m.v, m.o, m.v]
    energy = m.ehf + np.einsum("aibj,iajb->", tau, 2 * ovov
                               - ovov.transpose(0, 3, 2, 1))
    return t1, t2, energy


def full_jacobian(m, t1, t2):
    """Complex-step derivative of the CC2 residuals, unique doubles only."""
    rows, cols = np.triu_indices(m.ns)
    size, step = m.ns + len(rows), 1e-20
    jac = np.zeros((size, size))
    for k in range(size):
        d1 = np.zeros(m.ns, complex)
        d2 = np.zeros((m.ns, m.ns), complex)
        if k < m.ns:
            d1[k] = 1j * step
        else:
            p, q = rows[k - m.ns], cols[k - m.ns]
            d2[p, q] = d2[q, p] = 1j * step
        x1, x2 = t1 + d1.reshape(t1.shape), t2 + d2.reshape(t2.shape)
        h, g = dress(m, x1)
        r1 = singles_residual(m, h, g, x2)
        r2 = g[m.v, m.o, m.v, m.o] + m.gap2 * x2
        jac[:m.ns, k] = r1.imag.ravel() / step
        jac[m.ns:, k] = r2.imag.reshape(m.ns, m.ns)[rows, cols] / step
    return jac


# ---- Part 1: definition of CC2 in determinant space, water STO-3G ----
def string_operators(norb, nel):
    strings = list(combinations(range(norb), nel))
    place = {s: k for k, s in enumerate(strings)}
    ops = np.zeros((norb, norb, len(strings), len(strings)))
    for s in strings:
        for pos, q in enumerate(s):
            rest = s[:pos] + s[pos + 1:]
            for p in range(norb):
                if p not in rest:
                    sign = (-1) ** (pos + sum(x < p for x in rest))
                    ops[p, q, place[tuple(sorted(rest + (p,)))], place[s]] = sign
    return ops


small = build_molecule("sto-3g")
s1, s2, e_small = solve_ground(small)
jac_small = full_jacobian(small, s1, s2)
one = string_operators(small.n, small.no)
unit = np.eye(one.shape[-1])
dim = len(unit) ** 2
E = np.array([[np.kron(one[p, q], unit) + np.kron(unit, one[p, q])
               for q in range(small.n)] for p in range(small.n)])
flat = E.reshape(small.n ** 2, dim, dim)
h_shift = small.h - 0.5 * np.einsum("pqqs->ps", small.g)
H = np.tensordot(h_shift.ravel(), flat, axes=1)
weighted = np.tensordot(small.g.reshape(small.n ** 2, -1), flat, axes=1)
for left_op, right_op in zip(flat, weighted):
    H += 0.5 * left_op @ right_op
del weighted
vac = np.zeros(dim)
vac[0] = 1.0
assert abs(H[0, 0] + small.enuc - small.ehf) < 1e-8

excite = [E[a, i] for a in range(small.no, small.n) for i in range(small.no)]
T1 = sum(t * op for t, op in zip(s1.ravel(), excite))
amp = s2.reshape(small.ns, small.ns)
T2 = sum(0.5 * excite[p] @ sum(amp[p, q] * excite[q] for q in range(small.ns))
         for p in range(small.ns))
Hbar = sla.expm(-T1) @ H @ sla.expm(T1)
Fop = sum(small.e[p] * E[p, p] for p in range(small.n))
pairs = list(zip(*np.triu_indices(small.ns)))


def single_op(p):
    return lambda x: excite[p] @ x


def double_op(p, q):
    return lambda x: excite[p] @ (excite[q] @ x) * (0.5 if p == q else 1.0)


operators = ([single_op(p) for p in range(small.ns)]
             + [double_op(p, q) for p, q in pairs])
project = np.linalg.pinv(np.array([op(vac) for op in operators]).T)
ns = small.ns
res_s = project @ (Hbar @ vac + Hbar @ (T2 @ vac) - T2 @ (Hbar @ vac))
res_d = project @ (Hbar @ vac + Fop @ (T2 @ vac) - T2 @ (Fop @ vac))
ground_error = max(abs(res_s[:ns]).max(), abs(res_d[ns:]).max())
assert ground_error < 1e-8
assert abs(vac @ Hbar @ (vac + T2 @ vac) + small.enuc - e_small) < 1e-8

jac_def = np.zeros_like(jac_small)
for k, op in enumerate(operators):
    basic = Hbar @ op(vac) - op(Hbar @ vac)
    if k < ns:
        nested = (Hbar @ op(T2 @ vac) - op(Hbar @ (T2 @ vac))
                  - T2 @ (Hbar @ op(vac)) + T2 @ op(Hbar @ vac))
        jac_def[:ns, k] = (project @ (basic + nested))[:ns]
        jac_def[ns:, k] = (project @ basic)[ns:]
    else:
        jac_def[:ns, k] = (project @ basic)[:ns]
        jac_def[ns:, k] = (project @ (Fop @ op(vac) - op(Fop @ vac)))[ns:]
jac_error = abs(jac_def - jac_small).max()
assert jac_error < 1e-8

# HOMO->LUMO single and double: CC2 against full CI in the same basis
hl = small.no - 1
hl2 = ns + pairs.index((hl, hl))
w_small, v_small = np.linalg.eig(jac_small)
cc2_single = w_small[np.argmax(abs(v_small[hl]))].real
cc2_double = w_small[np.argmax(abs(v_small[hl2]))].real
e_fci, c_fci = np.linalg.eigh(H)
csf1 = excite[hl] @ vac / np.sqrt(2)
csf2 = excite[hl] @ (excite[hl] @ vac) / 2
k1, k2 = np.argmax(abs(csf1 @ c_fci)), np.argmax(abs(csf2 @ c_fci))
fci_single, fci_double = e_fci[k1] - e_fci[0], e_fci[k2] - e_fci[0]
fci_weight = (csf2 @ c_fci[:, k2]) ** 2
bare_double = 2 * small.gap1[0, -1]
det_double = csf2 @ H @ csf2 - H[0, 0]
assert abs(cc2_double - fci_double) > 3 * abs(cc2_single - fci_single)
assert abs(det_double - fci_double) < abs(cc2_double - fci_double)
del E, flat, excite

# ---- Part 2: effective singles problem, water 6-31G ----
m = build_molecule("6-31g")
t1, t2, e_cc2 = solve_ground(m)
h_hat, g_hat = dress(m, t1)
f_hat = fock(m, h_hat, g_hat)
ns = m.ns
trials = np.eye(ns).reshape(ns, m.nv, m.no)


def static_block(h, g, doubles):
    """Singles-singles block from commutators of the integrals."""
    block = np.zeros((ns, ns))
    for k in range(ns):
        r = embed(m, trials[k])
        dh = h @ r - r @ h
        dg = (np.einsum("pxrs,xq->pqrs", g, r) + np.einsum("pqrx,xs->pqrs", g, r)
              - np.einsum("px,xqrs->pqrs", r, g) - np.einsum("rx,pqxs->pqrs", r, g))
        block[:, k] = singles_residual(m, dh, dg, doubles).ravel()
    return block


def folded(omega, power):
    """Doubles of one occupied pair at a time, contracted and discarded.
    power=1: folded part of A_eff; power=2: its derivative in omega."""
    o, v, g, R = m.o, m.v, g_hat, trials
    out = np.zeros_like(R)
    ev = m.e[v]
    for i in range(m.no):
        for j in range(m.no):
            drive = (np.einsum("acb,nc->nab", g[v, v, v, j], R[:, :, i])
                     - np.einsum("kb,nak->nab", g[o, i, v, j], R)
                     + np.einsum("abc,nc->nab", g[v, i, v, v], R[:, :, j])
                     - np.einsum("ak,nbk->nab", g[v, i, o, j], R))
            gap = ev[:, None] + ev[None, :] - m.e[i] - m.e[j]
            r = -drive / (gap - omega) ** power
            u = 2 * r - r.transpose(0, 2, 1)
            out[:, :, j] += np.einsum("adc,ncd->na", g[v, v, i, v], u)
            out -= np.einsum("mc,nac->nam", g[i, o, j, v], u)
            out[:, :, i] += u @ f_hat[j, v]
    return out.reshape(ns, ns).T


A_SS = static_block(h_hat, g_hat, t2)
cis = np.sort(np.linalg.eigvals(static_block(m.h, m.g, 0 * t2)).real)


def a_eff(omega):
    return A_SS + folded(omega, 1)


def branch(omega, pick):
    """Eigenvalue and slope; pick = rank in order, or a left vector."""
    lam, R = np.linalg.eig(a_eff(omega))
    if np.ndim(pick) == 0:
        k = np.argsort(lam.real)[pick]
    else:
        k = np.argmax(abs(pick @ R))
    left = np.linalg.inv(R)[k]
    return lam[k].real, (left @ folded(omega, 2) @ R[:, k]).real


def iterate(omega, pick, newton, limit=60, tol=1e-10):
    for count in range(1, limit + 1):
        lam, slope = branch(omega, pick)
        step = (lam - omega) / (1 - slope) if newton else lam - omega
        omega += step
        if abs(step) < tol:
            break
    return omega, count


jac = full_jacobian(m, t1, t2)
D = np.diag(jac)[ns:]
J_SD, J_DS = jac[:ns, ns:], jac[ns:, :ns]
assert abs(jac[ns:, ns:] - np.diag(D)).max() < 1e-10
poles = np.unique(np.round(D, 9))
p1 = D.min()
for test_omega in (0.3, 0.5 * (poles[0] + poles[1])):
    reference = jac[:ns, :ns] - (J_SD / (D - test_omega)) @ J_DS
    eff_error = abs(a_eff(test_omega) - reference).max()
    assert eff_error < 1e-8

w, VR = np.linalg.eig(jac)
order = np.argsort(w.real)
w, VR = w[order], VR[:, order]
VL = np.linalg.inv(VR)
weight = np.einsum("ns,sn->n", VL[:, :ns], VR[:ns]).real
is_real = abs(w.imag) < 1e-9
assert is_real[:12].all()

table = []
for k in range(4):
    plain, n_plain = iterate(cis[k], k, False)
    newton, n_newton = iterate(cis[k], k, True)
    slope = branch(newton, k)[1]
    assert abs(plain - w[k].real) < 1e-8 and abs(newton - w[k].real) < 1e-8
    assert abs(1 / (1 - slope) - weight[k]) < 1e-6
    assert all(branch(x * p1, k)[1] < 0 for x in (0.0, 0.3, 0.6, 0.9))
    table.append((cis[k], newton, newton * EV, slope, weight[k], n_plain, n_newton))

# overlap of singles parts of two different states below the lowest pole
S = (VL[:12, :ns] @ VR[:ns, :12]).real
mutual = np.sqrt(abs(S * S.T)) * (1 - np.eye(12))
a, b = np.unravel_index(np.argmax(mutual), mutual.shape)
wa, wb = w[a].real, w[b].real
quotient = (VL[a, :ns] @ (a_eff(wa) - a_eff(wb)) @ VR[:ns, b]).real / (wa - wb)
doubles_overlap = (VL[a, ns:] @ VR[ns:, b]).real
assert abs(quotient + doubles_overlap) < 1e-7
assert mutual[a, b] > 1e-4

# strength of the lowest pole and the diverging branch on both sides
lowest = np.argmin(D)
strength = J_DS[lowest] @ J_SD[:, lowest]
eps = 1e-6
below = np.linalg.eigvals(a_eff(p1 - eps)).real.min()
above = np.linalg.eigvals(a_eff(p1 + eps)).real.max()
assert strength > 0
assert abs(below * eps / -strength - 1) < 0.02
assert abs(above * eps / strength - 1) < 0.02

counts = []
for sigma in (p1 - 1e-3, 0.5 * (poles[0] + poles[1]), 0.5 * (poles[1] + poles[2])):
    n_states = int(np.sum(w.real < sigma))
    n_branch = int(np.sum(np.linalg.eigvals(a_eff(sigma)).real < sigma))
    n_poles = int(np.sum(D < sigma))
    assert n_states == n_branch + n_poles
    counts.append((sigma, n_states, n_branch, n_poles))

# a doubles-dominated state and a singles-dominated state above the pole
doubles_state = np.where(is_real & (weight < 0.5) & (weight > 1e-4))[0][0]
high = np.where(is_real & (w.real > p1))[0]
singles_state = high[np.argmax(weight[high])]
special = []
for label, n in (("doubles-dominated", doubles_state), ("singles above pole", singles_state)):
    root, ref = w[n].real, VL[n, :ns].real
    lam, slope = branch(root, ref)
    assert abs(lam - root) < 1e-7
    assert abs(1 / (1 - slope) - weight[n]) < 1e-5
    offset = 0.01 * abs(D - root).min()
    growth = (branch(root + offset, ref)[0] - root) / offset
    assert abs(growth / slope - 1) < 0.1
    newton, _ = iterate(root + offset, ref, True)
    assert abs(newton - root) < 1e-8
    end, _ = iterate(root + offset, ref, False, limit=40)
    if weight[n] < 0.5:
        assert abs(growth) > 1 and abs(end - root) > offset
    else:
        assert abs(growth) < 1 and abs(end - root) < 1e-7
    special.append((label, n, root, slope, offset, growth, end))

rows, cols = np.triu_indices(ns)
big = np.argmax(abs(VL[doubles_state, ns:] * VR[ns:, doubles_state]))
(da, di), (db, dj) = divmod(rows[big], m.no), divmod(cols[big], m.no)
sa, si = divmod(np.argmax(abs(VL[singles_state, :ns] * VR[:ns, singles_state])), m.no)

print(f"water: bond {BOND} angstrom, angle {ANGLE} degrees")
print(f"STO-3G: largest CC2 residual in determinant space {ground_error:.1e} Eh")
print(f"STO-3G: largest Jacobian element difference {jac_error:.1e} Eh")
print(f"STO-3G HOMO->LUMO single: CC2 {cc2_single:.4f}, full CI {fci_single:.4f} Eh")
print(f"STO-3G HOMO^2->LUMO^2 orbital-energy gap {bare_double:.4f} Eh")
print(f"STO-3G same double, determinant energy difference {det_double:.4f} Eh")
print(f"STO-3G same double: CC2 {cc2_double:.4f}, full CI {fci_double:.4f} Eh")
print(f"STO-3G weight of that determinant in full CI state {fci_weight:.3f}")
print(f"6-31G: occupied {m.no}, virtual {m.nv}, singles {ns}, doubles {len(D)}")
print(f"6-31G: HF energy {m.ehf:.6f} Eh, CC2 energy {e_cc2:.6f} Eh")
print(f"HOMO energy {m.e[m.no-1]:.5f} Eh, LUMO energy {m.e[m.no]:.5f} Eh")
print(f"effective matrix vs eliminated Jacobian: {eff_error:.1e} Eh")
print(f"three lowest distinct poles: {poles[0]:.5f} {poles[1]:.5f} {poles[2]:.5f} Eh")
print("state: CIS/Eh, CC2/Eh, CC2/eV, slope, singles weight, plain steps, Newton steps")
for k, row in enumerate(table):
    print(f" {k+1}: {row[0]:.5f} {row[1]:.6f} {row[2]:.3f} {row[3]:.4f} "
          f"{row[4]:.4f} {row[5]} {row[6]}")
print(f"largest mutual singles overlap, 12 lowest states: {mutual[a, b]:.4f}")
print(f" between states {a+1} and {b+1} at {wa:.5f} and {wb:.5f} Eh")
print(f"strength of lowest pole {strength:.6f} Eh^2")
print(f"diverging branch {eps:.0e} Eh below pole {below:.1f}, above {above:.1f} Eh")
print("count: sigma/Eh, states below, branches below, poles below")
for row in counts:
    print(f" {row[0]:.5f} {row[1]} {row[2]} {row[3]}")
for label, n, root, slope, offset, growth, end in special:
    print(f"{label}: state {n+1}, {root:.6f} Eh = {root*EV:.3f} eV")
    print(f" singles weight {weight[n]:.4f}, slope {slope:.4f}")
    print(f" start offset {offset:.2e} Eh, first-step error factor {growth:.4f}")
    print(f" plain iteration ends at {end:.6f} Eh (limit 40 steps)")
print(f"main double (orbitals from 1): {di+1},{dj+1} -> {m.no+da+1},{m.no+db+1}")
print(f"main single above pole: {si+1} -> {m.no+sa+1}")
print(f"complex eigenvalues of full Jacobian: {int(np.sum(~is_real))}")
print("all assertions hold")
```

Running it gives:

```
water: bond 0.96 angstrom, angle 104.5 degrees
STO-3G: largest CC2 residual in determinant space 5.9e-13 Eh
STO-3G: largest Jacobian element difference 9.1e-14 Eh
STO-3G HOMO->LUMO single: CC2 0.4713, full CI 0.4553 Eh
STO-3G HOMO^2->LUMO^2 orbital-energy gap 1.9880 Eh
STO-3G same double, determinant energy difference 1.1871 Eh
STO-3G same double: CC2 1.9997, full CI 0.9937 Eh
STO-3G weight of that determinant in full CI state 0.414
6-31G: occupied 5, virtual 8, singles 40, doubles 820
6-31G: HF energy -75.983940 Eh, CC2 energy -76.113779 Eh
HOMO energy -0.50124 Eh, LUMO energy 0.20313 Eh
effective matrix vs eliminated Jacobian: 1.1e-14 Eh
three lowest distinct poles: 1.40873 1.46774 1.50472 Eh
state: CIS/Eh, CC2/Eh, CC2/eV, slope, singles weight, plain steps, Newton steps
 1: 0.34527 0.306825 8.349 -0.0431 0.9587 8 3
 2: 0.41624 0.391364 10.650 -0.0382 0.9632 7 3
 3: 0.43513 0.398275 10.838 -0.0456 0.9564 8 3
 4: 0.51139 0.490201 13.339 -0.0397 0.9618 7 3
largest mutual singles overlap, 12 lowest states: 0.0254
 between states 1 and 9 at 0.30682 and 1.14567 Eh
strength of lowest pole 0.001568 Eh^2
diverging branch 1e-06 Eh below pole -1564.9, above 1570.7 Eh
count: sigma/Eh, states below, branches below, poles below
 1.40773 18 18 0
 1.43823 22 21 1
 1.48623 23 21 2
doubles-dominated: state 20, 1.413694 Eh = 38.469 eV
 singles weight 0.0198, slope -49.4277
 start offset 4.97e-05 Eh, first-step error factor -49.4870
 plain iteration ends at 1.144989 Eh (limit 40 steps)
singles above pole: state 19, 1.413305 Eh = 38.458 eV
 singles weight 0.9932, slope -0.0069
 start offset 4.58e-05 Eh, first-step error factor -0.0069
 plain iteration ends at 1.413305 Eh (limit 40 steps)
main double (orbitals from 1): 5,5 -> 6,6
main single above pole: 3 -> 9
complex eigenvalues of full Jacobian: 0
all assertions hold
```
